\section*{The Thouless relation for gap decay in nearest-neighbour chains}

\section{From a Green function to a density of states}

\textbf{Q:} A density of states says where a chain has levels. In a gap it is zero. How can it know how fast a state from a metal contact dies out at an energy where the chain has no levels?

\textbf{A:} Through the determinant of $E-H$, which contains the distance from $E$ to every level. Take $N$ sites with open ends,
\begin{equation}
H=\sum_{n=1}^{N}e_n|n\rangle\langle n|+\sum_{n=1}^{N-1}t_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big),
\end{equation}
with real, nonzero $t_n$, and let $G=(E-H)^{-1}$. The element $G_{1N}$ measures how much amplitude crosses the chain. I define the decay constant $\kappa$ per site by $|G_{1N}|\sim e^{-\kappa N}$. It refers to amplitude; densities fall at $2\kappa$.

\textbf{Q:} An inverse matrix element is a cofactor over a determinant. The cofactor could be as complicated as the determinant.

\textbf{A:} Not for this corner element. Delete row $N$ and column $1$ of $E-H$. The remaining matrix has the entries $(E-H)_{i,i+1}=-t_i$ on its diagonal. Above the diagonal stand elements between sites at least two apart, which vanish. It is triangular, so its determinant is $(-1)^{N-1}\prod_n t_n$. The cofactor sign is $(-1)^{N+1}$, and the two signs multiply to $+1$:
\begin{equation}
G_{1N}=\frac{\prod_{n=1}^{N-1}t_n}{\det(E-H)}=\frac{\prod_{n=1}^{N-1}t_n}{\prod_{\alpha=1}^{N}(E-E_\alpha)},
\label{eq:product}
\end{equation}
where $E_\alpha$ are the levels. Measure all energies in one fixed unit, so that logarithms have pure numbers as arguments. Then
\begin{equation}
-\frac1N\ln|G_{1N}|=\frac1N\sum_{\alpha}\ln|E-E_\alpha|-\frac1N\sum_n\ln|t_n| .
\label{eq:finite}
\end{equation}

\textbf{Q:} Replacing the first sum by an integral is risky. The logarithm diverges when a level approaches $E$, and open ends can put levels into the gap.

\textbf{A:} Let the chain be periodic, with $N$ a multiple of the period. Closing it into a ring adds one bond, a perturbation with one positive and one negative eigenvalue, $\pm t_N$. Each of these two rank-one parts changes the number of levels below a given energy by at most one, and in opposite directions. Ring and open chain therefore have the same density of states per site $\rho$, normalised to one, as $N\to\infty$. The ring has no levels in the gap, so the open chain has at most two there.

The bulk levels stay a finite distance from $E$, where the logarithm is smooth, and their sum becomes an integral. A gap level $E_s$ contributes $N^{-1}\ln|E-E_s|$, which vanishes provided $E_s$ does not approach $E$ as $N$ grows. Hence
\begin{equation}
\boxed{\;\kappa(E)=\int\rho(E')\ln|E-E'|\,dE'-\langle\ln|t|\rangle\;}
\label{eq:thouless}
\end{equation}
with $\langle\ln|t|\rangle$ the average over bonds. This is the Thouless relation.

\textbf{Q:} So the density of states is not enough; you also need the hoppings.

\textbf{A:} In general, yes. Suppose nearly isolated sites have energies distributed according to some $\rho$. Reducing their tiny hoppings further hardly changes $\rho$, but it makes $\kappa$ as large as one likes. For a periodic chain the missing number can be recovered from $\rho$. At a band edge $E_b$ the evanescent wave joins a Bloch wave and $\kappa=0$, so (\ref{eq:thouless}) gives $\langle\ln|t|\rangle=\int\rho\ln|E_b-E'|\,dE'$ and
\begin{equation}
\kappa(E)=\int\rho(E')\ln\left|\frac{E-E'}{E_b-E'}\right|dE'\qquad\text{(periodic chain)}.
\end{equation}

\section{Is this the decay of the tail?}

\textbf{Q:} You have computed transmission between two ends. A gap-state tail is a wavefunction leaking in from one side.

\textbf{A:} The two rates agree. A solution of the chain equation obeys
\begin{equation}
t_n\psi_{n+1}=(E-e_n)\psi_n-t_{n-1}\psi_{n-1}.
\label{eq:rec}
\end{equation}
Let $D_n$ be the determinant of $E-H$ for the first $n$ sites. Expanding along the last row gives $D_n=(E-e_n)D_{n-1}-t_{n-1}^2D_{n-2}$, with $D_0=1$ and $D_1=E-e_1$. Dividing by $t_1\cdots t_{n-1}$ reproduces (\ref{eq:rec}) for
\begin{equation}
\psi_{n+1}=\psi_1\,\frac{D_n}{t_1t_2\cdots t_n},\qquad \psi_0=0 .
\end{equation}
By (\ref{eq:product}) this solution grows at the rate $\kappa$.

For a second solution $\phi_n$, multiply the equation for $\psi$ by $\phi_n$, that for $\phi$ by $\psi_n$, and subtract. The terms with $E-e_n$ cancel, leaving
\begin{equation}
t_n(\psi_{n+1}\phi_n-\psi_n\phi_{n+1})=t_{n-1}(\psi_n\phi_{n-1}-\psi_{n-1}\phi_n).
\end{equation}
This combination is the same on every bond. In a periodic chain, let the two Bloch-type solutions be multiplied by $\mu$ and $\lambda$ over one period. The constant is then multiplied by $\mu\lambda$, so $\mu\lambda=1$: one solution decays as fast as the other grows.

\textbf{Q:} And the metal selects the decaying one?

\textbf{A:} Yes, in a semi-infinite semiconductor chain. Coupling site 1 to a metal adds a complex self-energy $\Sigma$ on that site. From $G^{-1}=E-H-\Sigma$,
\begin{equation}
G-G^\dagger=G\big[(G^\dagger)^{-1}-G^{-1}\big]G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger ,
\end{equation}
and the local density of states is
\begin{equation}
-\frac1\pi\,\mathrm{Im}\,G_{nn}=\frac{-\mathrm{Im}\,\Sigma}{\pi}\,|G_{n1}|^2 .
\end{equation}
Away from site 1, $G_{n1}$ obeys (\ref{eq:rec}) and must not grow, so it follows $\phi_n$. The density of gap states falls at $2\kappa$.

\section{Outside a uniform band}

\textbf{Q:} Then evaluate the integral where I can find the answer without it.

\textbf{A:} Set $e_n=0$ and $t_n=t>0$. The levels are $2t\cos k$ with $k$ evenly spaced in $(0,\pi)$, so
\begin{equation}
\rho(E')=\frac1\pi\left|\frac{dk}{dE'}\right|=\frac{1}{\pi\sqrt{4t^2-E'^2}} .
\end{equation}
For $E>2t$ define $I(E)=\frac1\pi\int_0^\pi\ln(E-2t\cos k)\,dk$. Differentiate and substitute $u=\tan(k/2)$, for which $\cos k=(1-u^2)/(1+u^2)$ and $dk=2\,du/(1+u^2)$:
\begin{equation}
\frac{dI}{dE}=\frac1\pi\int_0^\infty\frac{2\,du}{(E-2t)+(E+2t)u^2}=\frac{1}{\sqrt{E^2-4t^2}} .
\end{equation}
Integration gives $\ln(E+\sqrt{E^2-4t^2})+C$. At large $E$ the definition requires $I\to\ln E$, so $C=-\ln2$ and
\begin{equation}
I(E)=\ln\frac{E+\sqrt{E^2-4t^2}}{2},\qquad
\kappa=I-\ln t=\operatorname{arccosh}\frac{|E|}{2t}.
\label{eq:uniform}
\end{equation}
The modulus covers $E<-2t$, because $\rho$ is even. Independently, insert $\phi_n=e^{-\kappa n}$ into (\ref{eq:rec}): $E=t(e^{\kappa}+e^{-\kappa})=2t\cosh\kappa$. Below the band the solution also alternates in sign.

\textbf{Q:} Numbers, please, including some from a matrix that knows nothing of this integral.

\textbf{A:} Take $t=1$ eV and $E=2.5$ eV. Then $\kappa=\ln[(2.5+1.5)/2]=\ln2=0.693147$ per site. Quadrature over $\rho$ gives the same digits. So does direct inversion, with the rate taken from the ratio of $G_{1N}$ at $N=20$ and $40$. At $2.1$, $3$ and $4$ eV all three routes give $0.314925$, $0.962424$ and $1.316958$.

The hopping term shows when $t\neq1$ eV. For $t=0.6$ eV and $E=2$ eV the integral alone, with energies in eV, is $0.587787$. Subtracting $\ln0.6=-0.510826$ gives $1.098612$, which is the inverted value.

\textbf{Q:} Why use two lengths? One long chain should do.

\textbf{A:} One chain carries an end correction. The determinant recursion with $E=2t\cosh\kappa$ gives $D_N=t^N\sinh[(N+1)\kappa]/\sinh\kappa$, hence for $E>2t$
\begin{equation}
|tG_{1N}|=\frac{\sinh\kappa}{\sinh[(N+1)\kappa]},\qquad
-\frac{\ln|tG_{1N}|}{N}\simeq\kappa+\frac{\kappa-\ln(2\sinh\kappa)}{N}
\end{equation}
for $N\kappa\gg1$. At $E=2.5$ eV the numerator is $0.693-\ln1.5=0.288$. It raises the estimate to $0.7075$ at $N=20$ and to $0.6946$ at $N=200$, as inversion confirms. A ratio of two lengths cancels this term.

\section{Inside a true gap}

\textbf{Q:} Outside a single band there is no upper edge. A semiconductor has bands on both sides.

\textbf{A:} Differentiate (\ref{eq:thouless}) in the gap:
\begin{equation}
\kappa'(E)=\int\frac{\rho(E')}{E-E'}\,dE',\qquad
\kappa''(E)=-\int\frac{\rho(E')}{(E-E')^2}\,dE'<0 .
\end{equation}
Levels below $E$ raise the slope and levels above lower it. For a periodic chain $\kappa$ vanishes at both edges and is concave between them, so it has one maximum, where the two contributions balance. That need not be the middle. A chain with site energies $0.3,-0.9,0.5$ eV and hoppings $1.0,0.7,1.3$ eV has a gap from $-1.4671$ to $-0.8035$ eV. Its $\kappa$ peaks at $-1.1519$ eV, about $0.017$ eV below the centre.

\textbf{Q:} Can you get a closed form with two bands?

\textbf{A:} Let the site energies alternate between $+D$ and $-D$, with uniform hopping $t$. For phase $\theta$ per site, the sublattice amplitudes obey $(E'-D)A=2t\cos\theta\,B$ and $(E'+D)B=2t\cos\theta\,A$, so $E'^2=D^2+4t^2\cos^2\theta$ and the gap is $2D$. The levels come in pairs $\pm E'$. With $b^2=D^2-E^2>0$, the integral in (\ref{eq:thouless}) is
\begin{equation}
\frac1{2\pi}\int_0^\pi\ln\big(b^2+4t^2\cos^2\theta\big)d\theta
=\frac1{2\pi}\int_0^\pi\ln\big(b^2+2t^2+2t^2\cos2\theta\big)d\theta .
\end{equation}
This is half of $I$ in (\ref{eq:uniform}) with $E\to b^2+2t^2$ and $t\to t^2$; the sign of the cosine does not affect the average. The root becomes $b\sqrt{b^2+4t^2}$, and
\begin{equation}
\tfrac12\big(b^2+2t^2+b\sqrt{b^2+4t^2}\big)=\Big[\tfrac12\big(b+\sqrt{b^2+4t^2}\big)\Big]^2 .
\end{equation}
Halving the logarithm removes the square. Subtracting $\ln t$ leaves
\begin{equation}
\kappa=\operatorname{arcsinh}\frac{\sqrt{D^2-E^2}}{2t}.
\label{eq:twoband}
\end{equation}
Near the upper edge put $\theta=\pi/2+qs$, with $s$ the site spacing. Then $E'\simeq D+2t^2s^2q^2/D$, which defines the mass $m^*=\hbar^2D/(4t^2s^2)$. There (\ref{eq:twoband}) reduces to the effective-mass result $\kappa/s=\sqrt{2m^*(D-E)}/\hbar$.

\section{A contact in nanometres}

\textbf{Q:} How long is such a tail at a contact?

\textbf{A:} Choose a gap of $1.1$ eV, $t=1$ eV and $s=0.25$ nm. The edge mass is $0.168$ electron masses. At midgap
\begin{equation}
\frac{\kappa}{s}=\frac{\operatorname{arcsinh}(0.55/2)}{0.25\ \mathrm{nm}}=1.087\ \mathrm{nm^{-1}},\qquad
\frac{s}{2\kappa}=0.46\ \mathrm{nm}.
\end{equation}
At $0.3$ and $0.5$ eV above midgap the density decay length is $0.55$ and $1.09$ nm. Extending the parabolic formula to midgap gives $1.556$ nm$^{-1}$, which is $43\%$ above the chain's value. Most of the excess is a factor $\sqrt2$: the formula replaces $D^2-E^2=(D-E)(D+E)$ by $2D(D-E)$.

With a model metal of hopping $2$ eV, joined by a $1$ eV bond, the midgap density of states is $0.0807$, $0.0092$ and $0.00105$ per eV and site at depths $0$, $1$ and $2$ nm. These sites belong to one sublattice. The decay rate between two such sites, at depths of $1$ and $5$ nm, is $2.173$ nm$^{-1}$, twice the $\kappa/s$ above.

\textbf{Q:} Silicon is not a chain. How far off are you?

\textbf{A:} The gap and the light mass are roughly those of silicon, but silicon has an indirect gap and anisotropic masses. Keeping gap and spacing fixed and choosing $t$ to give a mass of $0.9$, roughly silicon's heavy electron mass, raises midgap $\kappa/s$ to $2.40$ nm$^{-1}$, a factor of $2.2$. Even this does not bound silicon. In the chain the evanescent branch bends over because it joins the two band edges at the same wavevector. Silicon's conduction valleys lie away from the valence-band maximum, and the branches leaving them stay close to the parabolic formula. A local empirical-pseudopotential band structure (gap $1.06$ eV) gives at midgap about $3.5$ nm$^{-1}$ for the longitudinal valley branch and $1.6$ nm$^{-1}$ for the transverse one, while the slowest branches at zero transverse wavevector lie between $1.1$ and $1.4$ nm$^{-1}$, depending on direction.

A planar contact also feeds states with transverse wavevector $k$. If each raises $D$ by $\hbar^2k^2/2m^*$ and all are fed equally, the density decay rate at depth $z=1$ nm becomes $3.24$ instead of $2.17$ nm$^{-1}$. For small $k$ the rate grows as $k^2$. The sum $\int k\,dk\,e^{-ck^2z}\propto1/z$ then adds $1/z=1$ nm$^{-1}$, which accounts for most of the change.

Other effects on midgap $\kappa/s$ are smaller. With the gap held at $1.1$ eV, a second-neighbour hopping of $0.1$ eV lowers it by about $0.15\%$ if it is the same on both sublattices; with opposite signs on the two, it changes $\kappa/s$ by $5$ to $6\%$, up or down. A gap narrower by $0.05$ eV, roughly what silicon's gap loses between low temperature and 300 K, lowers it by about $4\%$ (the $1.1$ eV used here is already close to the 300 K value); moving from midgap by $k_BT=0.026$ eV lowers it by $0.1\%$.

At a contact doping of $10^{20}$ cm$^{-3}$, with $0.5$ eV band bending and relative permittivity $12$, the depletion estimate gives a field of $3.9$ MV/cm at the contact. If this field is taken as constant over one tail length, the bands shift by $0.18$ eV there, and $\kappa/s$ at that offset is $5\%$ lower. The depletion width is $2.6$ nm, across which the midgap density falls to about $4\times10^{-3}$. A carrier at the band edge of the bulk is near midgap only at the contact. Integrating $2\kappa/s$ along the parabolically bent bands gives it a factor of about $0.04$ for the chain's light mass, but only about $6\times10^{-4}$ if $t$ is chosen to give the mass of $0.9$. How much tunnels through the barrier therefore depends strongly on the mass along the current. At this doping silicon is degenerate at 300 K, with the Fermi level about $0.06$ eV above the band edge; for a carrier at that energy the same integral gives about $0.09$ and $4\times10^{-3}$. All these factors use the chain's $\kappa$, which is smaller than that of silicon's valley electrons. These figures are rough: the mean dopant spacing, $2.2$ nm, is close to the depletion width, so treating the dopants as a smooth charge is at its limit. The field also exceeds what a wide silicon junction can sustain without breakdown; the estimate applies only to such a thin layer with a small voltage across it. Image forces, self-consistent charge and the gap narrowing caused by heavy doping are left out.

\section{Where the relation stops}

\textbf{Q:} You set aside end levels close to $E$. Does that case matter?

\textbf{A:} It can reverse the sign. Take $e_n=0$, $N$ even, and hoppings alternating $w,v,w,\dots$ with $w<v$. At $E=0$ the recursion gives $|D_N|=w^N$, so
\begin{equation}
|G_{1N}|=\frac{w^{N/2}v^{N/2-1}}{w^N}=\frac1v\left(\frac vw\right)^{N/2},
\end{equation}
which grows. For $w=0.6$ and $v=1$ eV, inversion gives a rate of $-0.2554$ per site, while the bulk integral gives $+0.2554$. The two end levels approach zero energy exponentially as $N$ grows, so their logarithms are of order $N$. At $E=0.1$ eV both routes give $0.2475$. The evanescent wave of the bulk keeps its positive $\kappa$ in either case; what fails is reading it from $G_{1N}$ at resonance.

\textbf{Q:} And hopping beyond nearest neighbours?

\textbf{A:} Then the cofactor is no longer a simple product. For a uniform chain with second-neighbour hopping $t_2$, put $z=e^{ik}$:
\begin{equation}
E-2t\cos k-2t_2\cos2k=-t_2z^{-2}\prod_{j=1}^{4}(z-z_j).
\end{equation}
Outside the band the roots form pairs $z_j,1/z_j$, two of them outside the unit circle. Since $|e^{ik}-z_j|^2$ averages like $1+|z_j|^2-2|z_j|\cos k$, (\ref{eq:uniform}) gives $\langle\ln|e^{ik}-z_j|\rangle=\ln\max(1,|z_j|)$. The logarithmic integral is therefore $\ln|t_2|+\kappa_1+\kappa_2$. For $t=1$, $t_2=0.2$ and $E=3.5$ eV the rates are $0.741$ and $2.007$ per site. Inversion finds the slower one, whereas the nearest-neighbour formula would give $1.138$.

\textbf{Q:} Does disorder spoil it too?

\textbf{A:} The argument given here carries over directly when the hoppings stay nearest-neighbour and $E$ lies outside the spectrum. For independent random sites and bonds, the sums in (\ref{eq:finite}) settle to averages in a long chain. With site energies uniform in $\pm1$ eV and hoppings uniform in $0.2$ to $1.8$ eV, no level can exceed $1+2(1.8)=4.6$ eV. At $E=5$ eV the levels of a 5000-site sample give $1.685$ per site. The growth of $\psi_n$ in a separate sample of 100\,000 sites gives $1.682$. The difference, $0.003$, lies within the $0.015$ allowed for sampling noise.

\section*{Computed results}
\begin{verbatim}
uniform chain: t = 1.00 eV, band edges = +-2.00 eV
E (eV) | log integral - ln t | arccosh | inversion (per site)
-2.50 | 0.693147 | 0.693147 | 0.693147
 2.10 | 0.314925 | 0.314925 | 0.314925
 2.50 | 0.693147 | 0.693147 | 0.693147
 3.00 | 0.962424 | 0.962424 | 0.962424
 4.00 | 1.316958 | 1.316958 | 1.316958
t = 0.6 eV, E = 2 eV: integral alone (E in eV) = 0.587787
  after subtracting ln t = 1.098612, inversion = 1.098612 per site
-ln|t G|/N at E = 2.5 eV, N = 20: 0.707531 per site
-ln|t G|/N at E = 2.5 eV, N = 200: 0.694586 per site
period-3 chain: gap -1.4671 to -0.8035 eV
  kappa peaks at -1.1519 eV: 0.2077 per site
random chain, E = 5 eV: from levels 1.6853, from growth 1.6824 per site
dimer chain, hoppings 0.6, 1.0 eV, end states at 0 eV:
  E = 0.1 eV: integral 0.2475, inversion 0.2475 per site
  E = 0 eV: integral 0.2554, inversion -0.2554 per site
t2 = 0.2 eV, E = 3.5 eV: rates 0.7409, 2.0069; inversion 0.7409 per site
  integral - ln t2 = 2.7477, integral - ln t = 1.1383
two-band chain: gap 1.1 eV, t = 1.0 eV, spacing 0.25 nm
  E - midgap = 0.0 eV: kappa = 1.0866 1/nm, 1/(2 kappa) = 0.4602 nm
  E - midgap = 0.3 eV: kappa = 0.9140 1/nm, 1/(2 kappa) = 0.5471 nm
  E - midgap = 0.5 eV: kappa = 0.4573 1/nm, 1/(2 kappa) = 1.0935 nm
  edge mass = 0.1676 electron masses
  parabolic formula taken to midgap: 1.5556 1/nm
metal hopping 2.0 eV, contact hopping 1.0 eV
  midgap LDOS at depth 0.0 nm: 0.08072 states/eV/site
  midgap LDOS at depth 1.0 nm: 0.00919 states/eV/site
  midgap LDOS at depth 2.0 nm: 0.00105 states/eV/site
  LDOS decay rate = 2.1732 1/nm
neglected effects (rough inputs):
  mass 0.9: kappa = 2.4018 1/nm
  density decay rate at 1 nm: one chain 2.1732, transverse sum 3.2370 1/nm
  second-neighbour 0.1 eV: kappa = 1.0850 1/nm
  doping 1e+20 cm^-3, bending 0.5 eV, permittivity 12
  field = 3.883 MV/cm, depletion width = 2.575 nm
  drop over one tail length = 0.1787 eV, kappa there = 1.0289 1/nm
  midgap density factor over depletion width = 3.71e-03
  kT at 300 K = 0.0259 eV, kappa at E = kT: 1.0854 1/nm
  gap smaller by 0.05 eV: kappa = 1.0383 1/nm
\end{verbatim}
